# Why a Weak Sauter Pulse Lowers the Pair-Creation Exponent: Pole Pinning

Take a strong constant electric field $E$ and add a weak pulse, $E(t)=E[1+\varepsilon\,\mathrm{sech}^2\omega t]$. In Gaussian units let $E_S=m^2c^3/e\hbar$, $\lambda=E/E_S\ll1$, and let $\gamma=mc\,\omega/eE$ be the combined Keldysh parameter. The probability of creating a pair in the mode of zero momentum is $P\approx e^{-S/\lambda}$, and if $\lambda\to0$ is taken first and $\varepsilon\to0$ afterwards,

$$S=\pi\ \ (\gamma\le\tfrac{\pi}{2}),\qquad S=S_{\rm pin}=2\left[\arcsin x+xq\right]<\pi\ \ (\gamma>\tfrac{\pi}{2}),$$

with $x=\pi/2\gamma$ and $q=\sqrt{1-x^2}$. The tunnelling runs in imaginary time up to a turning point, which a constant field places at $mc/eE$. The pulse has a pole at imaginary time $\pi/2\omega$, the turning point cannot pass it, and for $\gamma>\pi/2$ the pole comes first.

Three qualifications belong to the statement. The threshold is sharp in the stated limit; at finite $\varepsilon$ the exponent is lowered below it too, by $O(\varepsilon)$ at fixed $\gamma<\pi/2$ and by $O(\varepsilon^{3/4})$ at the threshold itself. The value $\pi/2$ belongs to a constant strong field. And at fixed $\lambda$, above threshold, not too close to it ($q^3\gg\lambda$) and with $\hbar\omega\ll q\,mc^2$, the contribution of the pinned turning point carries a prefactor,

$$P\approx F^2e^{-S(\varepsilon)/\lambda},\quad F=\frac{2\pi|w|\,|(w/e)^w|^2}{|\Gamma(1+w)|^2},\quad w=\kappa\,\frac{x+iq}{q},\quad \kappa=\frac{\varepsilon eEc}{\hbar\omega^2},$$

($e$ in $w/e$ is Euler's number), which vanishes with $\varepsilon$; the constant-field amplitude, left out of this formula, then takes over and $P$ returns to $e^{-\pi/\lambda}$.

## The mode equation

The field is a uniform classical background; back-reaction and radiative corrections are left out. With the field along $-z$, an electron of charge $-e$ has $\dot\pi=eE(t)$, so its kinetic momentum along $z$ is $\pi(t)=p+eE[t+\varepsilon\tanh(\omega t)/\omega]$. For zero transverse momentum $H=c\pi\alpha_z+mc^2\beta$. Choose a spinor $\chi$ with $\alpha_z\chi=\chi$. Since $\beta$ anticommutes with $\alpha_z$, $\alpha_z\beta\chi=-\beta\chi$, and $\beta(\beta\chi)=\chi$. In the basis $(\chi,\beta\chi)$ therefore $\alpha_z=\sigma_z$ and $\beta=\sigma_x$; the two choices of $\chi$ are the two spin states. With $T=mc^2t/\hbar$, $s=\pi/mc$, $\tilde p=p/mc$ and $\hbar\omega/mc^2=\gamma\lambda$,

$$i\,\frac{d\psi}{dT}=(s\sigma_z+\sigma_x)\psi,\qquad s=\tilde p+\lambda T+\frac{\varepsilon}{\gamma}\tanh(\gamma\lambda T).$$

In the vacuum the negative-energy state of the mode is filled. The amplitude $A$ for it to end with positive energy gives the pair probability $P=|A|^2$.

For numerical integration the asymptotic states come from the ratio $r$ of lower to upper component. Where the pulse has died, $ds/dT=\lambda$ and $i\lambda\,dr/ds=1-2sr-r^2$, solved by a series $r=1/2s+\dots$ in $1/s$. It describes the negative-energy state at $s\to-\infty$ and the positive-energy state at $s\to+\infty$. The integration was tested against the four-component equation and, at $\varepsilon=0$, against $|A|=e^{-\pi/2\lambda}$ to $10^{-4}$ relative for $\lambda=0.5,0.2,0.1$.

## The exponent as an imaginary-time integral

Write $s=\Omega\cos\theta$, $1=\Omega\sin\theta$, $\Omega=\sqrt{1+s^2}$. The instantaneous eigenvectors $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$ obey $|\dot\pm\rangle=\pm\frac{\dot\theta}{2}|\mp\rangle$, and $\cot\theta=s$ gives $\dot\theta=-\dot s/(1+s^2)$. Insert $\psi=a_+e^{-i\phi}|+\rangle+a_-e^{i\phi}|-\rangle$ with $\phi=\int_0^T\Omega\,dT'$. The energy terms cancel, leaving $\dot a_\pm=\pm\frac{\dot\theta}{2}e^{\pm2i\phi}a_\mp$, so $R=a_+/a_-$ obeys

$$\dot R=\tfrac{\dot\theta}{2}\left(e^{2i\phi}+R^2e^{-2i\phi}\right),\qquad R(-\infty)=0,$$

and $|A|\approx|R(\infty)|$ when $P\ll1$. The coefficients are analytic in $T$ until $1+s^2=0$ or $s$ is singular, so the path can be lifted into the upper half-plane, where $e^{2i\phi}$ is small, along a curve $\mathrm{Im}\,\phi=C$. There $R=e^{-2C}\tilde R$ turns both exponentials into pure phases, so $\tilde R$ carries no exponential factor. The curve can be raised until it meets the lowest turning point $T_*$, where $s=i$, and then $|A|=|\tilde R|\,e^{-2\,\mathrm{Im}\,\phi(T_*)}$. The value $|\tilde R|\to1$ for an isolated turning point follows below as the limit $F\to1$.

For $p=0$ put $T=i\tau$, $y=\lambda\tau$. Since $\tanh iu=i\tan u$, $s=i\sigma$ and $\phi=(i/\lambda)\int\sqrt{1-\sigma^2}\,dy$. Squaring the amplitude,

$$S(\varepsilon)=4\int_0^{y_*}\!\sqrt{1-\sigma^2}\,dy,\qquad \sigma=y+\frac{\varepsilon}{\gamma}\tan\gamma y,\qquad \sigma(y_*)=1 .$$

At $\varepsilon=0$, $y_*=1$, the integral is a quarter of the unit disc, and $S=\pi$.

## Pinning

With $u=\gamma y=\omega\,\mathrm{Im}\,t$ the turning-point condition reads $u+\varepsilon\tan u=\gamma$. For $\varepsilon>0$ the left side rises monotonically from $0$ to $\infty$ on $0\le u<\pi/2$, so there is one root $u_*<\pi/2$ for every $\gamma$. On the real axis the pulse is at most a fraction $\varepsilon$ of the field, but on the imaginary axis it is $\varepsilon/\cos^2u$ and has no bound. Near the pole set $u_*=\pi/2-\delta$, $\tan u_*\approx1/\delta$, $\Delta=\gamma-\pi/2$. Then $-\delta+\varepsilon/\delta=\Delta$, so

$$\delta=\tfrac12\left[\sqrt{\Delta^2+4\varepsilon}-\Delta\right].$$

For $\Delta<0$ this tends to $|\Delta|$, so $u_*\to\gamma$ and the turning point is free. At $\Delta=0$ it is $\sqrt\varepsilon$, and for $\Delta\gg\sqrt\varepsilon$ it is $\varepsilon/\Delta$: the point is pinned just under the pole. The last two forms were tested against root finding. The crossover has width of order $\sqrt\varepsilon$ in $\gamma$.

Below threshold differentiate $S$ in $\varepsilon$. The endpoint term vanishes with the integrand, and $\partial_\varepsilon\sqrt{1-\sigma^2}=-\sigma\tan(\gamma y)/\gamma\sqrt{1-\sigma^2}$, so

$$S-\pi=-\frac{4\varepsilon}{\gamma}\int_0^1\frac{y\tan\gamma y}{\sqrt{1-y^2}}\,dy+\dots$$

At $\gamma=1$ the coefficient is $-4.3355$ (tested by finite difference). For $\varepsilon=0.01$ it predicts a drop of $0.043$, and quadrature gives $S=3.09933$, a drop of $0.042$. The coefficient diverges as $\gamma\to\pi/2$, where the pole of the tangent reaches the endpoint $y=1$. At threshold $\delta=\sqrt\varepsilon$, the missing piece scales as $\delta^{3/2}=\varepsilon^{3/4}$, and quadrature gives $S=3.02335$ at $\varepsilon=0.01$.

Above threshold $y_*\to x$, and at each fixed $y<x$, $\sigma\to y$. The integrand lies between $0$ and $1$, so the limit passes under the integral. With $y=\sin\vartheta$, $4\int\cos^2\vartheta\,d\vartheta=2\vartheta+2\sin\vartheta\cos\vartheta$, which at $\sin\vartheta=x$ is $S_{\rm pin}$. The pulse contributes nothing to the integrand in this limit; it cuts the integral short. Quadrature at $\varepsilon=10^{-9}$ agrees within $10^{-5}$ for six values of $\gamma$ from $1$ to $5$; for instance $S=2.77899$, $1.99431$, $1.23565$ at $\gamma=2,3,5$.

Just above threshold the missing piece is $4\int_x^1\sqrt{1-y^2}\,dy$ with $1-y^2\approx2(1-y)$, that is $\pi-S_{\rm pin}\approx\frac{8\sqrt2}{3}(1-x)^{3/2}$, so $S$ leaves $\pi$ with zero slope. For $\gamma\gg1$, $S_{\rm pin}\to4x=2\pi/\gamma$ and $S/\lambda\to2\pi mc^2/\hbar\omega$, in which $E$ no longer appears. Both limits were tested.

A spectral reading explains this. The Fourier amplitude of $\mathrm{sech}^2\omega t$ at frequency $\omega'\gg\omega$, found by closing the contour on the pole, falls as $e^{-\pi\omega'/2\omega}$. Absorbing $\hbar\omega'=2k\,mc^2$ then costs the probability factor $e^{-2\pi k/\gamma\lambda}=e^{-4kx/\lambda}$. Each particle starts with energy $k\,mc^2$ and gains $eEz$ while tunnelling with decay constant $(mc/\hbar)\sqrt{1-v^2}$, $v=k+eEz/mc^2$; for two particles the probability exponent is $(4/\lambda)\int_k^1\sqrt{1-v^2}\,dv$. The total,

$$\Sigma(k)=4kx+2\left[\arccos k-k\sqrt{1-k^2}\right],\qquad \Sigma'=4x-4\sqrt{1-k^2},$$

is convex. For $x\ge1$, $\Sigma'\ge0$ and $k=0$ is best. For $x<1$ the minimum is at $k=q$, where $\arccos q=\arcsin x$ and $\Sigma=4xq+2\arcsin x-2xq=S_{\rm pin}$. The threshold is the point where the spectral tail falls more slowly than the barrier thins. As $\gamma\to\infty$, $q\to1$ and the tail supplies the whole $2mc^2$.

## The prefactor from the pole

A pinned turning point sits close to a singularity, so $|\tilde R|$ must be computed. Let $z=T-i x/\lambda$ be the distance from the pole. There $\tanh(\gamma\lambda T)\approx1/\gamma\lambda z$, so $s\approx ix+\kappa/z$ with $\kappa=\varepsilon/\gamma^2\lambda$. The dropped term $\lambda z$ changes $\Omega^2=q^2$ by about $2x\lambda/q$ over the natural scale $|z|\sim1/q$, and the pole term needs $\gamma\lambda|z|\ll1$. The local model thus requires $q^3\gg\lambda$ and $\hbar\omega\ll q\,mc^2$, and it fails near threshold.

Use the continued eigenvectors of $ix\sigma_z+\sigma_x$, with eigenvalues $\pm q$, $\cos\theta_0=ix/q$, $\sin\theta_0=1/q$. They stay orthonormal under the product without complex conjugation, and in this basis $\sigma_z$ has diagonal elements $\pm\cos\theta_0$ and off-diagonal elements $-\sin\theta_0$. Define $\nu=\mathrm{Re}\,w=\kappa x/q$; also $\mathrm{Im}\,w=\kappa$ and $|w|=\kappa/q$. For $\psi=f|+\rangle+g|-\rangle$ and $z=-i\eta$, where $i\,d/dz=-d/d\eta$ and $1/z=i/\eta$,

$$f'=-\Big(q-\frac\nu\eta\Big)f+\frac{i|w|}{\eta}g,\qquad g'=\Big(q-\frac\nu\eta\Big)g+\frac{i|w|}{\eta}f .$$

Put $g=e^{q\eta}\eta^{-\nu}G$. The second equation gives $f=e^{q\eta}\eta^{1-\nu}G'/i|w|$. The first then becomes $\eta G''+(1-2\nu+2q\eta)G'+|w|^2G/\eta=0$, or with $\rho=2q\eta$,

$$\rho^2G_{\rho\rho}+(1-2\nu)\rho G_\rho+\rho^2G_\rho+|w|^2G=0 .$$

The series $G=\sum c_n\rho^{-n}$, $c_0=1$, represents the pure negative-energy state. The power $\rho^{-n}$ gives $(n+1)c_{n+1}=(n^2+2\nu n+|w|^2)c_n=(n+w)(n+\bar w)c_n$. The series diverges, and its sum is

$$G=\frac1{\Gamma(w)}\int_0^\infty v^{w-1}e^{-v}\left(1-\frac v\rho\right)^{-\bar w}dv,$$

as the binomial expansion and $\int v^{w+n-1}e^{-v}dv=\Gamma(w+n)$ confirm term by term. To the left and right of the imaginary $T$ axis, $\rho$ lies on opposite sides of the positive real axis, so the contour passes the branch point $v=\rho$ on opposite sides. The incoming solution, carried across, equals the outgoing negative-energy solution plus the integral around the cut. With $v=\rho+\zeta$ the two sides have $(\zeta/\rho)^{-\bar w}e^{\pm i\pi\bar w}$, which differ by $2i\sin\pi\bar w$. For large $\rho$, $v^{w-1}\approx\rho^{w-1}$ and $\int\zeta^{-\bar w}e^{-\zeta}d\zeta=\Gamma(1-\bar w)$ (continued analytically for $\nu\ge1$). The reflection formula $\sin(\pi\bar w)\Gamma(1-\bar w)=\pi/\Gamma(\bar w)$ gives $|\Delta G|=2\pi\rho^{2\nu-1}e^{-\rho}/|\Gamma(w)|^2$. Since $\eta\,\Delta G'\approx-\rho\,\Delta G$ and $|\Gamma(w)|=|\Gamma(1+w)|/|w|$, the positive-energy admixture is

$$\left|\frac{\Delta f}{g}\right|=\frac{2\pi|w|}{|\Gamma(1+w)|^2}\,\rho^{2\nu}e^{-\rho}.$$

Evaluate this at $\eta=Y$, large against $1/q$ and $|w|^2/q$, so that the leading large-$\rho$ forms apply, and small against $1/\gamma\lambda$ and $\sqrt{q/x\lambda}$, because the dropped term $\lambda z$ adds about $x\lambda Y^2/q$ to the exponent. For $|w|$ of order one or less such a window exists under the two conditions above. From there to the real axis the evolution is adiabatic and the ratio changes by $e^{-2\int\sqrt{1-\sigma^2}d\tau}=e^{-S/2\lambda}e^{I}$, where $I=2\int_{\eta_*}^Y\sqrt{1-\sigma^2}\,d\eta$ is the part of $S/2\lambda$ above the matching point. Locally $\sigma=x+\kappa/\eta$, $\eta_*=\kappa/(1-x)$, and $\sqrt{1-\sigma^2}=\sqrt Q/\eta$ with $Q=q^2\eta^2-2x\kappa\eta-\kappa^2$. Split

$$\frac{\sqrt Q}{\eta}=\frac{q^2\eta-x\kappa}{\sqrt Q}-\frac{x\kappa}{\sqrt Q}-\frac{\kappa^2}{\eta\sqrt Q}.$$

The first term integrates to $\sqrt Q$, which is $0$ at $\eta_*$ and $qY-\nu$ at $Y$. For the second, $\int d\eta/\sqrt Q=q^{-1}\ln(q\sqrt Q+q^2\eta-x\kappa)$, whose argument is $(1+x)\kappa-x\kappa=\kappa$ at $\eta_*$ and $2q^2Y$ at $Y$, a ratio $\rho/|w|$. For the third, $\int d\eta/\eta\sqrt Q=-\kappa^{-1}\arcsin\sigma$, which grows by $\kappa^{-1}\arccos x=\kappa^{-1}\arg w$. Hence

$$I=\rho-2\nu-2\nu\ln(\rho/|w|)-2\kappa\arg w,\qquad e^{I}=e^{\rho}\rho^{-2\nu}\,|(w/e)^w|^2 .$$

The factors of $\rho$ cancel in the product, as they must since $Y$ is arbitrary, and $|A|=Fe^{-S(\varepsilon)/2\lambda}$.

The same integral gives the approach of $S$ to its limit. The term of $I-\rho$ that is not analytic in $\varepsilon$ is $2\nu\ln|w|$; multiplying by $2\lambda$, $S-S_{\rm pin}=-(4x/\gamma^2q)\,\varepsilon\ln(1/\varepsilon)+O(\varepsilon)$, with coefficient $0.2731$ at $\gamma=3$ (tested).

For $\kappa\gg1$ Stirling's formula $|\Gamma(1+w)|^2\approx2\pi|w|\,|(w/e)^w|^2$ gives $F\to1$. The turning point is then many scales $1/q$ away from the pole and is isolated, which fixes $|\tilde R|=1$ for a simple turning point, whose local form $s-i\propto T-T_*$ does not depend on the pulse. For $\kappa\ll1$, $F\to2\pi\kappa/q$, and $|w|^{2\nu}$ in $F$ cancels the $\ln\varepsilon$ in $S$, leaving the factor $(|w|/\varepsilon)^{2\nu}=(\gamma^2\lambda q)^{-2\nu}$. For $\kappa\ln(1/\lambda)\ll1$, which holds as $\varepsilon\to0$ at fixed $\lambda$, this factor is close to one and the pole amplitude is linear in the pulse:

$$|A_{\rm pole}|\approx\frac{2\pi\varepsilon}{\gamma^2\lambda q}\,e^{-S_{\rm pin}/2\lambda}.$$

The pinned exponent therefore appears both in first-order perturbation theory in the pulse and, as the limit $\varepsilon\to0$ of $S(\varepsilon)$, in the regime $\kappa\gg1$; in the latter the difference $(S_{\rm pin}-S)/\lambda$, of order $\kappa\ln(1/\varepsilon)$, must still be kept in the exponent. At $\gamma=3$ the formula was tested against the Dirac integration for $\kappa=0.02,0.1,0.5$ ($F=0.1278,0.4428,0.8453$), requiring a relative amplitude error below $\lambda$. The ratios of integration to formula are $1.013$ to $1.018$ at $\lambda=0.05$, $1.020$ to $1.024$ at $0.07$, and $1.034$ to $1.052$ at $0.1$.

## The order of limits

At small $\kappa$ the equation $u+\varepsilon\tan u=\gamma$ keeps a root near $u=\gamma$, above the pole, which carries the constant-field amplitude $e^{-\pi/2\lambda}$. Its relative phase follows from a leading-order argument. Near any point with $s=i$, $\dot\theta\approx-\dot s/2i(s-i)$ has the same residue, $e^{2i\phi}$ is real and positive on the imaginary axis, passing the pole alters $\phi$ by $O(\kappa)$, and $F>0$ joins small to large $\kappa$. The two amplitudes thus add in phase. They are equal at

$$\varepsilon_{\rm vis}=\frac{\gamma^2\lambda q}{2\pi}\,e^{-(\pi-S_{\rm pin})/2\lambda},$$

where $P\approx4e^{-\pi/\lambda}$. At $\lambda=0.1$, $\gamma=3$ integration gives $4.133$ in place of $4$, and at $\varepsilon=10^{-7}$ it returns to $e^{-\pi/\lambda}$ within $0.2\%$; both were tested. The lowered exponent is seen for $\varepsilon\gg\varepsilon_{\rm vis}$, a bound that is exponentially small in $1/\lambda$, which is why $\lambda\to0$ comes first. The omitted amplitude also accounts for the outlying ratio $1.052$: there $\varepsilon=0.02\times9\times0.1=0.018$, and $\varepsilon_{\rm vis}/\varepsilon=3.937\times10^{-4}/0.018\approx0.02$, which is the excess over the other two ratios at $\lambda=0.1$.

## Evidence that the pole is the cause

At fixed small $\kappa$, $\varepsilon\propto\lambda$, so the slope of $-2\ln|A|$ against $1/\lambda$ measures the limiting exponent directly from the Dirac equation, up to terms of order $\kappa\ln\lambda$ and $\lambda$ in $\ln|A|$. With $\kappa=0.02$ the slope is $3.1415$ at $\gamma=1$ ($1/\lambda=8$ to $12$) and $1.9944$ at $\gamma=3$ ($14$ to $20$), against $3.1416$ and $1.9943$; the tolerance of the test is $0.02$. The closeness at $\gamma=3$ is partly a cancellation: the $\kappa\ln\lambda$ term shifts the slope by $-0.2731\times0.18\times\ln(20/14)/6\approx-0.003$, and the fall of the ratio of integration to formula from about $1.022$ to $1.013$ shifts it by about $+0.003$, so these slopes are good to a few thousandths.

Now replace $\tanh u$ by $3\sinh(\sqrt2u)/[2\sqrt2(\cosh\sqrt2u+\frac12)]$. Its derivative is $1-u^2+\dots$, as for $\mathrm{sech}^2u$ (tested), so the peak and central curvature of the field are unchanged. The pole lies where $\cos\sqrt2u=-\frac12$, at $u=2\pi/3\sqrt2=1.4810$. Cutting the integral at $x=1.4810/3$ predicts $1.8912$, and the Dirac slope is $1.8918$. The exponent follows the pole.

Removing the pole removes the threshold. For $\varepsilon e^{-\omega^2t^2}$, $\sigma=y+\varepsilon\int_0^ye^{\gamma^2v^2}dv$, and the correction is below $\varepsilon e^{\gamma^2}$ on $0\le y\le1$, so $S\to\pi$ as $\varepsilon\to0$ at any fixed $\gamma$. At $\gamma=3$ quadrature gives $2.6834$, $3.1002$, $3.1416$ for $\varepsilon=10^{-2},10^{-4},10^{-8}$. A Gaussian pulse does assist, once $\varepsilon e^{\gamma^2}$ is no longer small, but the gain fades with $\varepsilon$, whereas the exponent for the $\mathrm{sech}^2$ pulse, $1.97274$ at $\varepsilon=10^{-2}$, tends to $1.99431$ and not to $\pi$.

## Other momenta and a slow field of finite duration

For $\tilde p\ne0$ and small $\kappa$ the pole stays in place and $s$ there is $s_0=\tilde p+ix$. With $dT=ds/\lambda$, $S(\tilde p)=4\,\mathrm{Im}\int^{s_0}\sqrt{1+s^2}\,ds=2\,\mathrm{Im}[s_0\sqrt{1+s_0^2}+\mathrm{arsinh}\,s_0]$, and $q^2$ in the prefactor of $P$ becomes $|1+s_0^2|$. At $\tilde p=0$, $S'=4\,\mathrm{Im}\sqrt{1+s_0^2}=0$ and $S''=4\,\mathrm{Im}(s_0/q)=4x/q>0$, so the pole contribution peaks at $p=0$. For $\lambda=0.05$, $\gamma=3$, $\varepsilon=0.009$, $p=0.2\,mc$, the logarithm of $P(p)/P(0)$ is $-1.071$ by integration and $-1.055$ by formula. A transverse momentum replaces $mc^2\beta$ by $mc^2\beta+cp_\perp\alpha_x$, which also anticommutes with $\alpha_z$ and squares to $\mu^2m^2c^4$, $\mu^2=1+p_\perp^2/m^2c^2$. The exponent becomes $4\int_0^x\sqrt{\mu^2-y^2}\,dy$ for $x<\mu$ and grows with $\mu$.

If the strong field is $E\,\mathrm{sech}^2\omega_0t$ with $a=mc\,\omega_0/eE$, then $y$ in $\sigma$ is replaced by $\tan(ay)/a$, and the free turning point is $y_0=\arctan(a)/a<1$. Pinning starts when $x<y_0$, that is at

$$\gamma_{\rm th}=\frac\pi2\,\frac{a}{\arctan a}\approx\frac\pi2\Big(1+\frac{a^2}{3}\Big).$$

Below it, $dy=d\sigma/(1+a^2\sigma^2)$ and $\sigma=\sin\vartheta$ give the integrand $\cos^2\vartheta/(1+a^2\sin^2\vartheta)=a^{-2}[(1+a^2)/(1+a^2\sin^2\vartheta)-1]$. With $\int_0^{\pi/2}d\vartheta/(1+a^2\sin^2\vartheta)=\pi/2\sqrt{1+a^2}$, this yields $S_0=2\pi(\sqrt{1+a^2}-1)/a^2=2\pi/(1+\sqrt{1+a^2})$. For $a=0.5$, $\gamma_{\rm th}=1.6940$ and $S_0=2.9665$. Quadrature at $\varepsilon=10^{-9}$ gives $S_0$ at $0.97\gamma_{\rm th}$, which exceeds $\pi/2$, and a lower value at $1.03\gamma_{\rm th}$.

## A worked case

Take $\lambda=0.1$, $\gamma=3$, $\varepsilon=0.05$, $p=0$; the numbers are collected in the numerical output below. With $E_S=4.4140\times10^{13}$ statV/cm ($1.3233\times10^{18}$ V/m), $E=4.4140\times10^{12}$ statV/cm and the pulse peak is $2.2070\times10^{11}$ statV/cm. The pulse has $\hbar\omega=3\times0.1\times511.00=153.30$ keV, above the threshold value $80.27$ keV, and $\omega=2.3290\times10^{20}$ s$^{-1}$.

The free turning point would lie at imaginary time $\gamma/\omega=1.2881\times10^{-20}$ s, the pole lies at $6.7444\times10^{-21}$ s, and the root is at $6.5978\times10^{-21}$ s. In terms of $u$, $u_*=1.53664$ and $\delta=0.03415$; the estimate $\varepsilon/\Delta=0.03498$ is $2\%$ too high because it drops $\delta^2$ against $\Delta\delta$.

With $x=0.52360$ and $q=0.85196$, $S_{\rm pin}=1.99431$, and the absorbed energy is $2\times0.85196\times511.00=870.7$ keV, nearly six times $\hbar\omega$ and thus in the spectral tail. Quadrature gives $S(\varepsilon)=1.90919$, lower by $0.085$. The logarithmic term supplies $0.2731\times0.05\times\ln20=0.041$, about half, so at this $\varepsilon$ the $O(\varepsilon)$ term matters equally and the full integral is needed. The exponents are $31.416$ without the pulse, $19.943$ in the pinned limit and $19.092$ at $\varepsilon=0.05$.

The pole strength is $\kappa=0.05/(9\times0.1)=0.05556$, so $|w|=0.05556/0.85196=0.06521$, $F=0.2958$, $F^2=0.0875$. Then $P=0.0875\times5.11\times10^{-9}=4.47\times10^{-10}$. Integration of the Dirac equation gives $4.81\times10^{-10}$, which is $7.6\%$ above the formula in probability, or about $3.7\%$ in amplitude, inside the margin $\lambda$. The bare exponential would overstate $P$ by a factor of about $11$. Against $2.27\times10^{-14}$ for the constant field, a pulse of five per cent raises this mode's probability by $2.1\times10^4$. Finally $\varepsilon_{\rm vis}=(9\times0.1\times0.85196/2\pi)\,e^{-(31.416-19.943)/2}=3.94\times10^{-4}$, so the pulse is more than a hundred times stronger than needed for the pole to compete, and the constant-field amplitude left out of the formula is of order one per cent of the total.

## Table of computed values

```
gamma, S(eps=1e-2), S(eps=1e-9), limit formula (S dimensionless)
  1.0000  3.09933  3.14159  3.14159
  1.4000  3.06934  3.14159  3.14159
  1.5708  3.02335  3.14159  3.14159
  2.0000  2.71077  2.77899  2.77899
  3.0000  1.97274  1.99431  1.99431
  5.0000  1.22991  1.23565  1.23565
dS/deps at gamma=1: -4.3355
coefficient of -eps ln(1/eps) at gamma=3: 0.2731
slow Sauter gamma_Omega=0.5: threshold 1.6940, S0 2.9665
Gaussian pulse gamma=3, S at eps=1e-2,1e-4,1e-8: 2.6834 3.1002 3.1416
Dirac slope exponent sech^2 gamma=1: 3.1415, formula 3.1416
Dirac slope exponent sech^2 gamma=3: 1.9944, formula 1.9943
Dirac slope exponent moved pole gamma=3: 1.8918, formula 1.8912
moved pole at u = 1.4810 (sech^2: 1.5708)
gamma=3: E/E_S, kappa, F, |A|Dirac / (F exp(-S/2E))
  0.10  0.02  0.1278  1.0522
  0.10  0.10  0.4428  1.0337
  0.10  0.50  0.8453  1.0344
  0.07  0.02  0.1278  1.0220
  0.07  0.10  0.4428  1.0202
  0.07  0.50  0.8453  1.0244
  0.05  0.02  0.1278  1.0134
  0.05  0.10  0.4428  1.0136
  0.05  0.50  0.8453  1.0175
E=0.05 E_S, eps=0.009: ln P(p=0.2 mc)/P(0) Dirac -1.071, formula -1.055
example: E/E_S = 0.1, gamma = 3.0, eps = 0.05, p = 0
E_S = 4.4140e+13 statV/cm = 1.3233e+18 V/m
E = 4.4140e+12 statV/cm, eps E = 2.2070e+11 statV/cm
mc^2 = 511.00 keV, hbar omega = 153.30 keV, omega = 2.3290e+20 1/s
threshold hbar omega (gamma=pi/2) = 80.27 keV
tau unperturbed = 1.2881e-20 s, tau pole = 6.7444e-21 s, tau* = 6.5978e-21 s
u* = 1.53664, pi/2-u* = 0.03415, eps/(gamma-pi/2) = 0.03498
x = 0.52360, q = 0.85196, absorbed energy 2q mc^2 = 870.7 keV
S_pin = 1.99431, S(eps) = 1.90919
pi/E = 31.416, S_pin/E = 19.943, S/E = 19.092
kappa = 0.05556, |w| = 0.06521, F = 0.2958, F^2 = 0.0875
P Schwinger = 2.2711e-14, exp(-S/E) = 5.1108e-09
P formula = 4.4729e-10, P Dirac = 4.8129e-10, ratio Dirac/formula = 1.0760
enhancement P Dirac / P Schwinger = 2.119e+04
eps_vis = 3.937e-04, P Dirac(eps_vis)/P Schwinger = 4.133
```
